\section*{Damon–Eshbach surface waves from the magnetostatic boundary conditions of a film}

\section{A film precessing almost uniformly}

A magnetic film occupies $|x|<d/2$ and is unbounded in $y$ and $z$. It is saturated along $+z$, in its own plane, by an internal field $H_0>0$. The magnetization obeys
\begin{equation}
\frac{d\mathbf M}{dt}=-\gamma\mu_0\,\mathbf M\times\mathbf H ,\qquad \gamma>0 .
\end{equation}
Write $\mathbf M=M_s\hat z+\mathbf m$ and $\mathbf H=H_0\hat z+\mathbf h$, with $\mathbf m$ and $\mathbf h$ small and proportional to $e^{-i\omega t}$, $\omega>0$. To first order $\mathbf m$ is perpendicular to $z$, and $\mathbf M\times\mathbf H$ becomes $H_0\,\mathbf m\times\hat z+M_s\,\hat z\times\mathbf h$. Since $\mathbf m\times\hat z=(m_y,-m_x,0)$ and $\hat z\times\mathbf h=(-h_y,h_x,0)$,
\begin{align}
-i\omega m_x&=-\omega_H m_y+\omega_M h_y, \label{eq:llx}\\
-i\omega m_y&=\omega_H m_x-\omega_M h_x, \label{eq:lly}
\end{align}
where $\omega_H=\gamma\mu_0H_0$ and $\omega_M=\gamma\mu_0M_s$.

Suppose first that $\mathbf m$ is uniform. The normal component $m_x$ puts magnetic charge on the two faces, which produces $h_x=-m_x$ inside; the component $m_y$ produces no field. Then
\begin{equation}
-i\omega m_x=-\omega_Hm_y,\qquad -i\omega m_y=(\omega_H+\omega_M)m_x .
\end{equation}
Multiplying the two equations gives the frequency
\begin{equation}
\omega_B=\sqrt{\omega_H(\omega_H+\omega_M)},\qquad m_y=i\frac{\omega_B}{\omega_H}m_x . \label{eq:wb}
\end{equation}

Now modulate this motion slowly along $y$ by a factor $e^{iqy}$, with $q=sk$, $s=\pm1$, $k>0$ and $kd\ll1$. A sheet of magnetic charge $\rho\,e^{iqy}$ at $x_0$ has the potential $(\rho/2k)e^{-k|x-x_0|}e^{iqy}$. The charges are $\pm m_x$ on the top and bottom faces, and $-\partial_ym_y=-iqm_y$ per unit volume, or $-iqm_yd$ in total. Above the film, to leading order in $kd$, the face charges contribute $(m_x/2k)(e^{kd/2}-e^{-kd/2})\approx m_xd/2$. Below it they contribute the opposite. Hence, just outside the faces,
\begin{align}
\psi_{\rm top}&=\frac d2(m_x-ism_y)=\frac{m_xd}{2}\left(1+s\frac{\omega_B}{\omega_H}\right),\\
\psi_{\rm bottom}&=\frac d2(-m_x-ism_y)=\frac{m_xd}{2}\left(-1+s\frac{\omega_B}{\omega_H}\right).
\end{align}
For $s=+1$ the face and volume charges add above the film and partly cancel below it. For $s=-1$ the roles are exchanged. The field outside is therefore one-sided even though the magnetization is nearly uniform through the thickness. The sense of precession, fixed by $\mathbf M$, causes this: it sets the phase of $m_y$ relative to $m_x$.

For general $kd$ the profile across the film is unknown and must come from the boundary conditions. We keep propagation along $y$, perpendicular to $\mathbf M$, and neglect exchange, anisotropy, damping and retardation. The medium on both sides is non-magnetic.

\section{Response of the magnetization}

Let $\omega\neq\omega_H$. Multiply \eqref{eq:lly} by $\omega_H$ and insert $\omega_Hm_y=i\omega m_x+\omega_Mh_y$ from \eqref{eq:llx}:
\begin{equation}
\omega^2m_x-i\omega\omega_Mh_y=\omega_H^2m_x-\omega_H\omega_Mh_x .
\end{equation}
Solving for $m_x$, and then returning to \eqref{eq:llx} for $m_y$, gives
\begin{equation}
m_x=\chi h_x-i\kappa h_y,\qquad m_y=i\kappa h_x+\chi h_y, \label{eq:polder}
\end{equation}
\begin{equation}
\chi=\frac{\omega_H\omega_M}{\omega_H^2-\omega^2},\qquad
\kappa=\frac{\omega\,\omega_M}{\omega_H^2-\omega^2}.
\end{equation}
The coefficient of $h_y$ in $m_y$ follows from $(\omega\kappa+\omega_M)/\omega_H=\omega_M\omega_H/(\omega_H^2-\omega^2)=\chi$. Two combinations will be needed:
\begin{equation}
\chi+\kappa=\frac{\omega_M}{\omega_H-\omega},\qquad
\chi-\kappa=\frac{\omega_M}{\omega_H+\omega}. \label{eq:comb}
\end{equation}

\section{Potential and boundary conditions}

In the magnetostatic approximation $\nabla\times\mathbf h=0$, so $\mathbf h=-\nabla\psi$ with $\psi=\varphi(x)e^{i(qy-\omega t)}$. Thus $h_x=-\varphi'$ and $h_y=-iq\varphi$, the common exponential being omitted. The second field equation is $\nabla\cdot(\mathbf h+\mathbf m)=0$. In it the $\kappa$ terms combine to $i\kappa(\partial_yh_x-\partial_xh_y)$, which vanishes because $\mathbf h$ has no curl. What remains inside the film is
\begin{equation}
(1+\chi)(\varphi''-k^2\varphi)=0 . \label{eq:walker}
\end{equation}
Outside, $\varphi''=k^2\varphi$, and the decaying solutions have $\varphi'=-k\varphi$ above and $\varphi'=+k\varphi$ below.

At each face $\varphi$ is continuous, which makes the tangential field continuous, and so is $b_x=\mu_0(h_x+m_x)$. Inside,
\begin{equation}
\frac{b_x}{\mu_0}=(1+\chi)h_x-i\kappa h_y=-(1+\chi)\varphi'-\kappa q\varphi ,
\end{equation}
while outside $b_x/\mu_0=-\varphi'$, which is $+k\varphi$ above and $-k\varphi$ below. With $q=sk$ the conditions on the interior potential are
\begin{align}
(1+\chi)\varphi'+k(s\kappa+1)\varphi&=0\quad\text{at }x=+d/2, \label{eq:top}\\
(1+\chi)\varphi'+k(s\kappa-1)\varphi&=0\quad\text{at }x=-d/2. \label{eq:bot}
\end{align}
The term $s\kappa$ is the one place where the direction of travel enters.

\section{The bulk family}

Equation \eqref{eq:walker} can hold because $1+\chi=0$. Then $\omega^2-\omega_H^2=\omega_H\omega_M$, that is $\omega=\omega_B$, and $\kappa=-\omega_B/\omega_H$, so $|\kappa|>1$. The conditions \eqref{eq:top} and \eqref{eq:bot} reduce to $(s\kappa\pm1)\varphi=0$ with non-zero brackets, and $\varphi$ vanishes at both faces. Between the faces it is arbitrary. These modes share the frequency $\omega_B$ and have no field outside the film. Their degeneracy is a property of the model without exchange: nothing in it penalizes rapid variation across the thickness.

\section{One face alone}

If $1+\chi\neq0$, the interior potential obeys $\varphi''=k^2\varphi$ and
\begin{equation}
\varphi=Ae^{kx}+Be^{-kx}.
\end{equation}
Consider a film so thick that the far face does not matter. A wave bound to the top face must decay downwards, so $\varphi=Ae^{kx}$ and $\varphi'=k\varphi$. Condition \eqref{eq:top} becomes $\chi+s\kappa=-2$. By \eqref{eq:comb} the left side is $\omega_M/(\omega_H-s\omega)$, hence
\begin{equation}
s\omega=\omega_H+\frac{\omega_M}{2}.
\end{equation}
Since $\omega>0$, this requires $s=+1$: the top face carries a wave towards $+y$ and none towards $-y$. At the bottom face $\varphi=Be^{-kx}$, and \eqref{eq:bot} gives $\chi-s\kappa=-2$, or $s\omega=-(\omega_H+\omega_M/2)$, so there $s=-1$. In both cases the direction of travel is that of $\mathbf M\times\mathbf n$, with $\mathbf n$ the outward normal of the face. The frequency does not depend on $k$, because a half-space without exchange contains no length to compare with $1/k$.

\section{Two faces: the dispersion law}

For finite thickness both exponentials are present. Inserting $\varphi$ into \eqref{eq:top} and \eqref{eq:bot} and dividing by $k$,
\begin{align}
(\chi+2+s\kappa)Ae^{kd/2}+(s\kappa-\chi)Be^{-kd/2}&=0, \label{eq:r1}\\
(\chi+s\kappa)Ae^{-kd/2}+(s\kappa-\chi-2)Be^{kd/2}&=0. \label{eq:r2}
\end{align}
A non-zero solution needs a vanishing determinant:
\begin{equation}
e^{kd}(s\kappa+\chi+2)(s\kappa-\chi-2)-e^{-kd}(s\kappa-\chi)(s\kappa+\chi)=0 .
\end{equation}
Each product is a difference of squares, and $s^2=1$ removes the direction:
\begin{equation}
(\chi+2)^2-\kappa^2=e^{-2kd}(\chi^2-\kappa^2). \label{eq:det}
\end{equation}
From \eqref{eq:comb}, $\chi^2-\kappa^2=\omega_M^2/(\omega_H^2-\omega^2)$. The left side is this plus $4\chi+4$. Multiplying \eqref{eq:det} by $\omega_H^2-\omega^2$ gives
\begin{equation}
\omega_M^2+4\omega_H\omega_M+4(\omega_H^2-\omega^2)=\omega_M^2e^{-2kd}.
\end{equation}
The terms without $\omega$ on the left form $(2\omega_H+\omega_M)^2$. Dividing by four,
\begin{equation}
\boxed{\;\omega^2=\left(\omega_H+\frac{\omega_M}{2}\right)^2-\left(\frac{\omega_M}{2}\right)^2e^{-2kd}\;} \label{eq:de}
\end{equation}

The value $\omega=\omega_H$ was excluded and needs its own argument. A rotation of the film by $180^\circ$ about $z$ keeps $\mathbf M$ and exchanges $s=\pm1$, so $s=+1$ suffices. At $\omega=\omega_H$ the left side of \eqref{eq:llx}, after moving the $m_y$ term over, is $\omega_H(m_y-im_x)$, and that of \eqref{eq:lly} is $-i$ times the same quantity. Consistency therefore demands $h_x=ih_y$, or $\varphi'=-k\varphi$, so $\varphi=Ce^{-kx}$. This potential has $\nabla\cdot\mathbf h=0$, hence $\nabla\cdot\mathbf m=0$. With $m_y=im_x-ik(\omega_M/\omega_H)\varphi$ that reads
\begin{equation}
m_x'-km_x+k^2\frac{\omega_M}{\omega_H}\varphi=0,\qquad
m_x=De^{kx}+k\beta Ce^{-kx},\quad \beta=\frac{\omega_M}{2\omega_H}.
\end{equation}
Continuity of $b_x$ requires $m_x=0$ at the top and $m_x=-2k\varphi$ at the bottom. The first gives $D=-k\beta Ce^{-kd}$; the second then becomes $\beta(1-e^{-2kd})C=-2C$. The factor on the left is positive, so $C=0$, $D=0$ and $\mathbf m=0$. There is no mode at $\omega_H$. For each $q\neq0$ the model thus has the bulk family at $\omega_B$ and one surface mode.

\section{Band, limits and group velocity}

Since $(\omega_H+\omega_M/2)^2=\omega_B^2+\omega_M^2/4$, the law can be written
\begin{equation}
\omega^2=\omega_B^2+\frac{\omega_M^2}{4}\left(1-e^{-2kd}\right).
\end{equation}
The surface mode starts at $\omega_B$, the uniform precession of the first section, and rises to the single-face value $\omega_H+\omega_M/2$ when $kd\gg1$. For $kd\ll1$, $\omega^2\approx\omega_B^2+\omega_M^2kd/2$.

Differentiating \eqref{eq:de} with respect to $k$ gives $2\omega\,d\omega/dk=(\omega_M^2/4)\,2d\,e^{-2kd}$, so
\begin{equation}
v_g=\frac{d\omega}{dk}=\frac{\omega_M^2d}{4\omega}e^{-2kd}. \label{eq:vg}
\end{equation}
It is positive: energy travels in the direction of the phase. It falls off for $kd\gg1$, where the two faces decouple and the frequency saturates. Exchange, omitted here, adds a term growing as $k^2$ and must eventually take over at short wavelengths.

\section{Which side carries the field}

Take $s=+1$. Equation \eqref{eq:r1} is satisfied, up to a common factor, by
\begin{equation}
Ae^{kd/2}=\chi-\kappa,\qquad Be^{-kd/2}=\chi+2+\kappa . \label{eq:ab}
\end{equation}
The potential at the top face is the sum, $\varphi(d/2)=2\chi+2$. At the bottom,
\begin{equation}
\varphi(-d/2)=(\chi-\kappa)e^{-kd}+(\chi+2+\kappa)e^{kd}.
\end{equation}
Equation \eqref{eq:det} allows the replacement
\begin{equation}
(\chi+2+\kappa)e^{kd}=e^{-kd}\,\frac{(\chi+\kappa)(\chi-\kappa)}{\chi+2-\kappa}, \label{eq:repl}
\end{equation}
after which
\begin{equation}
\varphi(-d/2)=e^{-kd}(\chi-\kappa)\,\frac{2\chi+2}{\chi+2-\kappa}.
\end{equation}
The factor $2\chi+2$ is not zero for the surface mode and cancels. With \eqref{eq:comb},
\begin{equation}
\frac{\varphi(d/2)}{\varphi(-d/2)}=e^{kd}\left(1+\frac{2}{\chi-\kappa}\right)
=e^{kd}\left[1+\frac{2(\omega+\omega_H)}{\omega_M}\right]. \label{eq:ratio}
\end{equation}
By the rotation about $z$, reversing $q$ inverts this ratio while leaving the frequency unchanged.

For $kd\to0$ the ratio tends to $1+2(\omega_B+\omega_H)/\omega_M$. The opening section gave $(\omega_B+\omega_H)/(\omega_B-\omega_H)$. They agree: multiply numerator and denominator of the latter by $\omega_B+\omega_H$, use $\omega_B^2-\omega_H^2=\omega_H\omega_M$ below and $\omega_B^2=\omega_H^2+\omega_H\omega_M$ above.

The magnetization is less one-sided. From \eqref{eq:polder}, $m_x=-\chi\varphi'-\kappa k\varphi$, so
\begin{equation}
m_x=-k(\chi+\kappa)Ae^{kx}+k(\chi-\kappa)Be^{-kx}.
\end{equation}
Inserting \eqref{eq:ab}, dividing by the coefficient of $e^{kx}$ and using \eqref{eq:repl} once more,
\begin{equation}
m_x\propto e^{kx}-r\,e^{-kd}e^{-kx},\qquad
r=\frac{\chi-\kappa}{\chi+2-\kappa}=\frac{\omega_M}{\omega_M+2(\omega+\omega_H)} .
\end{equation}
Its ratio between top and bottom faces is $e^{kd}(1-re^{-2kd})/(1-r)$, which tends to 1 for $kd\to0$. In a thin film the name ``surface wave'' therefore describes the outside field rather than the place where the spins move. For $kd\gg1$ the spins too move mainly near one face.

\section{Weak damping}

Gilbert damping adds $(\alpha/M_s)\,\mathbf M\times d\mathbf M/dt$ to the torque equation. To first order this is $-i\omega\alpha(-m_y,m_x,0)$, which changes $\omega_H$ to $\omega_H-i\alpha\omega$ in both \eqref{eq:llx} and \eqref{eq:lly}. Equation \eqref{eq:de} gives $\omega\,\partial\omega/\partial\omega_H=\omega_H+\omega_M/2$ at fixed $k$. To first order in $\alpha$ the frequency therefore shifts by $-i\Gamma$, with
\begin{equation}
\Gamma=\alpha\left(\omega_H+\frac{\omega_M}{2}\right).
\end{equation}
The amplitude decays as $e^{-\Gamma t}$. A wave driven at fixed real frequency decays in space over the length $v_g/\Gamma$.

\section{A delay-line film in numbers}

Take $\mu_0H_0=100$ mT, $\mu_0M_s=180$ mT, $d=5$ µm, a wavelength of 50 µm, $g=2$ and $\alpha=2\times10^{-4}$. With $f=\omega/2\pi$ and $\gamma/2\pi=27.99$ GHz/T, $f_H=2.799$ GHz and $f_M=5.039$ GHz. The surface band extends from 4.684 to 5.319 GHz. Here $kd=0.628$ and $e^{-2kd}=0.2846$, so
\begin{equation}
f=\sqrt{5.3186^2-2.5193^2\times0.2846}\ \text{GHz}=5.146\ \text{GHz}.
\end{equation}
Since 1 GHz\,µm is 1 km/s, the group velocity is
\begin{equation}
v_g=\frac{2\pi\times5.0386^2\times5\times0.2846}{4\times5.146}\ \text{km/s}=11.03\ \text{km/s},
\end{equation}
a delay of 90.7 ns per millimetre. The decay rate is $2\pi\times2\times10^{-4}\times5.319$ GHz, or 6.68 per µs, and the amplitude falls by a factor $e$ in 1.65 mm.

The bracket in \eqref{eq:ratio} is $1+2(5.1460+2.7992)/5.0386=4.1537$, and $e^{kd}=1.8745$, so the potential at the top face is 7.79 times that at the bottom. The corresponding ratio for $m_x$ is 2.30. At equal mode amplitude, a pickup above the film thus meets a field 7.79 times larger for $+q$ than for $-q$.

These results were tested by cutting the film into 120 layers, integrating the dipole field between them and diagonalizing \eqref{eq:llx} and \eqref{eq:lly}, with no susceptibility and no face conditions. The frequency again came out as 5.1460 GHz, and the potential ratio as 7.786 for $+q$ and 0.1284 for $-q$. The other 119 modes lay within a relative $1.3\times10^{-6}$ of $f_B=\omega_B/2\pi$. Further values are in the numerical output.

\section{Beside a real film}

The parameters are round values in the regime of yttrium iron garnet films for microwave delay lines; the damping is rough, and good films can do better. At fixed wavelength, the largest shift among the effects sized here can come from anisotropy. A rough 5 mT, treated as extra field along $\mathbf M$, raises the frequency by 145 MHz, nearly a quarter of the 635 MHz band. This only sets a scale: the real shift depends on the crystal orientation of the film and on the direction of $\mathbf M$ in it, and need not have this size or sign. With a rough cubic constant $K_1=-610$ J/m$^3$, a (111) film magnetized along $[1\bar10]$ is stiffened only against out-of-plane motion and shifts by about $+45$ MHz, comparable to the thermal shift below, while a (100) film magnetized along $[001]$ shifts by about $-250$ MHz. Warming by 10 K, with an assumed drop of 3 mT in $\mu_0M_s$ and $H_0$ held fixed, lowers the frequency by 38 MHz. A device driven at fixed frequency responds through its wavenumber: to first order $\delta k=2\pi\times0.0376/11.03=0.021$ rad/µm, or 17\% of $k=0.126$ rad/µm; since $v_g$ falls as $k$ grows, solving \eqref{eq:de} exactly gives 0.025 rad/µm, or 20\%. Bias and temperature therefore matter for a phase-sensitive device of this kind.

The other corrections to the frequency are small here. A strip 2 mm wide, represented by one transverse wavenumber $\pi/(2\ \text{mm})$, shifts it by $-0.1$ MHz. This leaves out the strip's demagnetizing field, which must be subtracted from the applied field to obtain $H_0$. For a strip of width $w$ magnetized across its width, that field times $\mu_0$ is about $(2d/\pi w)\,\mu_0M_s=0.29$ mT at mid-width. At a given applied field it lowers the frequency there by about 8 MHz, and by more towards the edges. Retardation is governed by $\varepsilon(\omega/ck)^2$, about $10^{-5}$ for a rough $\varepsilon=15$. When the surroundings have a similar $\varepsilon$, this is the order of the relative error in $\omega-\omega_B$, not in $\omega$; with vacuum outside the error is smaller. Here the frequency moves by less than 0.01 MHz. The parameter grows as $1/k^2$, so the magnetostatic law fails as $k\to0$.

Exchange, with a rough stiffness of 3.7 pJ/m and free spins at the faces, shifts the surface mode by less than 0.1 MHz. It also lifts the bulk degeneracy: in a calculation with 200 layers, 27 thickness modes remained below the surface mode and the others had moved above it. The last of the 27 lies so close to the surface mode that the layer error decides its place: in the limit of many layers it moves above, and 26 remain below. As $k$ varies, the surface branch can meet such modes and mix with them. The shift quoted belongs to this one wavelength, where the mode keeps a weight above 0.99 on its exchange-free form (above 0.999 in the limit of many layers, where the nearest thickness mode lies about 6 MHz higher), and does not bound the effect at a crossing.

\section*{Table of computed values}
\begin{verbatim}
INPUTS (round values, rough garnet-film regime)
internal field mu0 H0 = 100 mT
magnetization mu0 Ms = 180 mT
thickness d = 5.0 um, wavelength = 50.0 um
g factor = 2.0, damping alpha = 2.0e-04
SURFACE WAVE
gamma/2pi = 27.9925 GHz/T
fH = 2.7992 GHz, fM = 5.0386 GHz
k = 0.12566 rad/um, k d = 0.6283
exp(-2 k d) = 0.2846
lower edge (bulk) frequency = 4.6840 GHz
upper edge fH + fM/2 = 5.3186 GHz
surface-wave frequency, formula = 5.1460 GHz
surface-wave frequency, 120 layers = 5.1460 GHz
group velocity, formula = 11.028 km/s
group velocity, layers = 11.029 km/s
delay per mm = 90.7 ns
outside potential, top/bottom face, formula = 7.786
same ratio from layers, +q = 7.786
same ratio from layers, -q = 0.1284
m_x at top face over bottom face = 2.300
DISPERSION: k (rad/um), k d, formula (GHz), layers (GHz)
  0.02  0.10  4.8053  4.8053
  0.05  0.25  4.9434  4.9434
  0.10  0.50  5.0943  5.0943
  0.20  1.00  5.2372  5.2372
  0.40  2.00  5.3076  5.3076
TESTS
largest relative frequency error, trial films = 7.9e-07
largest relative spread of bulk modes = 1.3e-06
NEGLECTED EFFECTS (rough inputs)
amplitude decay rate = 6.684 per us
decay rate from damped layers = 6.684 per us
amplitude decay length = 1.650 mm
exchange stiffness = 3.7 pJ/m
exchange length = 16.9 nm
exchange shift of surface mode = 0.057 MHz
overlap weight with exchange-free mode = 0.992
thickness modes below it, exchange on = 27
strip width = 2.0 mm, shift = -0.105 MHz
anisotropy field 5 mT, shift = 144.5 MHz
10 K warming, mu0 Ms drop assumed = 3 mT
shift from that drop = -37.6 MHz
relative permittivity = 15
retardation parameter eps (omega/c k)^2 = 1.1e-05
\end{verbatim}
